# Radial density of hydrogen n = 20, l = 10 and Kepler residence time

## Problem

A hydrogen atom with a fixed nucleus, without relativity or spin, is in a state with $n=20$, $l=10$. Its reduced radial function $u(r)$ is real and normalized by $\int_0^\infty u^2\,dr=1$, so $u^2dr$ is the probability of finding the electron between $r$ and $r+dr$. A classical electron on the Kepler orbit of the same energy, observed at a random time, has a residence density $P_{cl}(r)$. Atomic units are used: lengths in bohr, $\hbar=m_e=e^2/4\pi\epsilon_0=1$.

(a) Find $P_{cl}$, and use the Kepler period to fix the amplitude of the WKB radial function.
(b) Decide in what sense $u^2$ and $P_{cl}$ agree, and state an averaging rule.
(c) Quantify the agreement after averaging, and find how it changes with $n$ at fixed orbit shape.

## First estimate by scaling

The orbit has size $r\sim n^2$ and kinetic energy of order $1/n^2$, hence radial momentum $p\sim1/n$. The local wavelength is of order $1/p\sim n$, so the number of oscillations across the orbit is of order $n$.

Between the turning points a standing wave has zeros and crests, while $P_{cl}$ has neither. Without averaging, the difference is therefore as large as the density itself at any $n$.

With averaging over one oscillation, the error comes from the change of $p$ within the window. Relative to $p$, this change is of order
$$\frac{|p'|}{p^2}\sim\frac{(1/n)/n^2}{1/n^2}=\frac1n=0.05 .$$
If the window is placed so that the first-order error cancels, the second order remains, about $1/n^2=0.0025$.

At a turning point $p=0$ and this estimate fails. There the force is $F\sim1/n^4$, and the only length that can be built from $F$ in the Schrödinger equation is $F^{-1/3}\sim n^{4/3}$. Under constant force, time grows as the square root of distance. The end zone thus takes a time fraction of order $(n^{4/3}/n^2)^{1/2}=n^{-1/3}\approx0.37$, which is not small at $n=20$.

## Solution

**The exact function.** With $x=2r/n$, $k=n-l-1$ and $\alpha=2l+1$,
$$u=N x^{l+1}e^{-x/2}L_k^{(\alpha)}(x),\qquad N^2=\frac{(n-l-1)!}{n^2(n+l)!}.$$
The normalization follows from the recurrence
$$xL_k^{(\alpha)}=(2k+\alpha+1)L_k^{(\alpha)}-(k+1)L_{k+1}^{(\alpha)}-(k+\alpha)L_{k-1}^{(\alpha)}$$
and from orthogonality with weight $x^\alpha e^{-x}$ and norm $h_k=(k+\alpha)!/k!$. Since $2k+\alpha+1=2n$, one gets $\int u^2dr=N^2(n/2)(2n)h_k=1$. The polynomial has $k=9$ positive zeros, which divide $u^2$ into ten lobes.

**Which angular momentum the orbit has.** The radial equation is $u''+[2E+2/r-l(l+1)/r^2]u=0$ with $E=-1/(2n^2)$. Near $r=0$, WKB applied directly to this equation gives $u\sim r^{1/2+\sqrt{l(l+1)}}$ instead of the exact $r^{l+1}$. To remove this error, set $y=\ln r$ and $u=r^{1/2}w(y)$. Then
$$u'=r^{-1/2}\left(\tfrac12w+w_y\right),\qquad u''=r^{-3/2}\left(w_{yy}-\tfrac14w\right),$$
and multiplying the equation by $r^{3/2}$ gives
$$w_{yy}+K^2w=0,\qquad K^2=2Er^2+2r-l(l+1)-\tfrac14 .$$
Because $l(l+1)+\frac14=(l+\frac12)^2$, the matching orbit has $L=l+\frac12=10.5$ and $K=rp$, where
$$p^2=-\frac1{n^2}+\frac2r-\frac{L^2}{r^2}=\frac{(r-r_1)(r_2-r)}{n^2r^2}.$$
Comparing coefficients gives $r_1+r_2=2n^2$ and $r_1r_2=n^2L^2$, so $r_{1,2}=n^2(1\mp e)$ with $e^2=1-L^2/n^2$. Here $e=0.8511$, $r_1=59.56$ and $r_2=740.44$ bohr (39.18 nm).

**Residence density.** Put $r=n^2(1-e\cos\xi)$. Then $(r-r_1)(r_2-r)=n^4e^2\sin^2\xi$, hence $p=ne\sin\xi/r$. With $dr=n^2e\sin\xi\,d\xi$,
$$dt=\frac{dr}{p}=nr\,d\xi=n^3(1-e\cos\xi)\,d\xi .$$
The outward half of the orbit is $0<\xi<\pi$, so $T=2\pi n^3=50265.5$ atomic units, or 1.216 ps. Each radius is crossed twice per period, which gives
$$P_{cl}=\frac{2}{Tp}=\frac{r}{\pi n^2\sqrt{(r-r_1)(r_2-r)}},\qquad C(r)=\frac{\xi-e\sin\xi}{\pi}.$$
$C$ is the fraction of time spent inside $r$. The density diverges at the turning points as an inverse square root, which is integrable, and vanishes outside them.

**Action.** Let $S(r)=\int_{r_1}^r p\,dr'$. In terms of $\xi$,
$$\frac{dS}{d\xi}=\frac{ne^2\sin^2\xi}{1-e\cos\xi}=n(1+e\cos\xi)-\frac{n(1-e^2)}{1-e\cos\xi},$$
because $e^2\sin^2\xi=(1-e^2\cos^2\xi)-(1-e^2)$. Define the true anomaly $\theta$ by $\tan(\theta/2)=\sqrt{(1+e)/(1-e)}\,\tan(\xi/2)$. Differentiation gives $d\theta/d\xi=\sqrt{1-e^2}/(1-e\cos\xi)$. Since $n\sqrt{1-e^2}=L$,
$$S=n(\xi+e\sin\xi)-L\theta .$$
At $\xi=\theta=\pi$ the total is $\pi(n-L)=\pi(k+\frac12)=9.5\pi$, the WKB quantization condition for nine nodes.

**WKB amplitude from the period.** Insert $w=a\cos\phi$ with $\phi_y=K$:
$$a_{yy}\cos\phi-(2a_yK+aK_y)\sin\phi=0 .$$
Neglecting $a_{yy}$ leaves $(a^2K)_y=0$, so $a\propto K^{-1/2}$. Since $K\,dy=p\,dr$ and $u=r^{1/2}w$,
$$u\approx\frac{A}{\sqrt p}\cos\left(S-\frac\pi4\right).$$
The phase $-\pi/4$ comes from matching to the Airy function at $r_1$, through $\mathrm{Ai}(-\zeta)\approx\pi^{-1/2}\zeta^{-1/4}\cos(\frac23\zeta^{3/2}-\frac\pi4)$ for large $\zeta$. Replacing $\cos^2$ by its mean $\frac12$ in the normalization,
$$1\approx\frac{A^2}{2}\int_{r_1}^{r_2}\frac{dr}{p}=\frac{A^2}{2}\,\frac T2\quad\Rightarrow\quad A^2=\frac4T=7.958\times10^{-5}.$$
With $2\cos^2(S-\frac\pi4)=1+\sin2S$, the density becomes
$$u^2\approx P_{cl}(r)\,[1+\sin2S(r)] .\tag{1}$$

The mean value $\frac12$ needs a justification near the turning points, where the phase changes slowly. There $u\propto\mathrm{Ai}(-\zeta)$, with $\zeta$ proportional to the distance into the allowed region, and the classical partner of $\mathrm{Ai}^2$ is $1/(2\pi\sqrt\zeta)$. Using $\mathrm{Ai}''=x\,\mathrm{Ai}$, the derivative of $x\mathrm{Ai}^2-\mathrm{Ai}'^2$ is $\mathrm{Ai}^2$, so
$$\int_{-Z}^\infty\mathrm{Ai}^2dx=Z\,\mathrm{Ai}^2(-Z)+\mathrm{Ai}'^2(-Z)\approx\frac{\sqrt Z}{\pi}(\cos^2+\sin^2)=\frac{\sqrt Z}\pi .$$
The classical integral from $0$ to $Z$ is also $\sqrt Z/\pi$. The tail in the forbidden region thus belongs to the balance, and equation (1) must not be integrated literally up to a turning point.

**Sliding window.** Average over an interval of action width $\pi$ centred at $S_0$, which is one oscillation of the density. Since $dr/p=dS/p^2$, the weight is $g(S)=1/p^2$, and the ratio of quantum to classical probability is
$$R=1+\frac{\int g\sin2S\,dS}{\int g\,dS}.$$
Write $S=S_0+s$ with $|s|<\pi/2$ and $g\approx g_0+g_0's$. The constant term integrates to zero over a full oscillation. In the linear term, the even part of $\sin(2S_0+2s)$ drops out, and
$$\int_{-\pi/2}^{\pi/2}s\sin2s\,ds=\left[-\frac{s\cos2s}2+\frac{\sin2s}4\right]_{-\pi/2}^{\pi/2}=\frac\pi2 .$$
The denominator is $\pi g_0$ to this order. From $d/dS=p^{-1}d/dr$ follows $g'_0/g_0=-2p'/p^2$, where $p'=dp/dr$. Hence
$$R-1\approx-\frac{p'}{p^2}\cos2S_0 .\tag{2}$$

**Node-to-node window.** By equation (1) the nodes lie at $S=(j+\frac34)\pi$, $j=0,\dots,8$. An interior lobe is then centred at $S_0=\frac\pi4$ plus a multiple of $\pi$, where $\cos2S_0=0$ and $\sin2S_0=1$. The first-order error vanishes. With $\int_{-\pi/2}^{\pi/2}s^2\cos2s\,ds=-\pi/2$, the next term of $g$ contributes $-g_0''/(4g_0)$, of relative order $1/n^2$. Corrections to equation (1) itself, including shifts of the nodes, enter at the same order, so this term alone does not give the full lobe error.

**End lobe.** Let $a_1<0$ be the first zero of $\mathrm{Ai}$. The Airy integral up to this node is $\mathrm{Ai}'(a_1)^2$, and the classical one is $\sqrt{|a_1|}/\pi$. The ratio
$$R_{end}=\frac{\pi\,\mathrm{Ai}'(a_1)^2}{\sqrt{|a_1|}}=1.0102\tag{3}$$
contains no $n$. In the large-$n$ limit, the relative error of the end lobe settles near 1% instead of vanishing. The neighbouring lobe, between the first two Airy zeros $a_1$ and $a_2$, also keeps a fixed error, and a larger one:
$$\frac{\pi\,[\mathrm{Ai}'(a_2)^2-\mathrm{Ai}'(a_1)^2]}{\sqrt{|a_2|}-\sqrt{|a_1|}}=0.977 .$$

**Averaging rule.** Integrate both densities from node to node, and include the forbidden tails in the two end lobes.

## Comparison

**Before averaging.** For $S$ between $2\pi$ and $7.5\pi$, the exact $u^2/P_{cl}$ differs from $1+\sin2S$ by at most 0.020 at the sampled points. At $S=4.25\pi$ the exact $u^2p$ is $7.952\times10^{-5}$, which is 0.07% below $4/T$. At this crest the amplitude is therefore right, and in this range of $S$ the main difference from the classical density is the oscillation. A global measure is
$$D=\int_0^\infty|u^2-P_{cl}|\,dr .$$
If equation (1) held everywhere with many oscillations, $D$ would be the mean of $|\sin2S|$, which is $2/\pi=0.637$. The exact state gives $D=0.693$, on a scale where two densities without overlap have $D=2$.

**Node to node.** Radii are in bohr; the outermost lobe includes the forbidden tail.

| Lobe | From | To | Quantum | Classical | Ratio |
|---|---|---|---|---|---|
| 1 | 0 | 96.4 | 0.0271 | 0.0269 | 1.008 |
| 2 | 96.4 | 135.3 | 0.0190 | 0.0192 | 0.989 |
| 3 | 135.3 | 176.5 | 0.0215 | 0.0216 | 0.996 |
| 4 | 176.5 | 222.0 | 0.0262 | 0.0262 | 0.997 |
| 5 | 222.0 | 273.0 | 0.0329 | 0.0330 | 0.997 |
| 6 | 273.0 | 331.2 | 0.0427 | 0.0429 | 0.996 |
| 7 | 331.2 | 398.7 | 0.0577 | 0.0581 | 0.995 |
| 8 | 398.7 | 480.2 | 0.0837 | 0.0845 | 0.990 |
| 9 | 480.2 | 586.7 | 0.1417 | 0.1458 | 0.972 |
| 10 | 586.7 | ∞ | 0.5475 | 0.5418 | 1.010 |

In lobes 4 to 7 the classical time fraction is right to between 0.3% and 0.5%, near the estimate $1/n^2=0.25\%$. The largest error, 2.8%, is in the lobe next to the outermost one. The sum of the absolute differences over all ten lobes is 0.012, against $D=0.693$ before averaging.

**Sliding window.** At $S_0=4\pi$ the centre is $r_0=234.15$ bohr. There
$$p^2=-0.00250+0.00854-0.00201=0.00403,\qquad p=0.0635,$$
$$p'=\frac1p\left(-\frac1{r_0^2}+\frac{L^2}{r_0^3}\right)=-1.52\times10^{-4},\qquad -\frac{p'}{p^2}=+0.038 .$$
The exact density gives $+0.037$. Half an oscillation further out, at $S_0=4.5\pi$, the cosine changes sign and the exact residue is $-0.041$, against $-0.040$ from equation (2). At $S_0=6\pi$ the values are $+0.049$ and $+0.050$. These residues match the estimate $1/n=0.05$. They are about ten times the error of the interior lobes, so a statement of agreement has to name the position of the window as well as its width.

The residue oscillates with $S_0$, and its amplitude $|p'|/p^2$ grows towards the outer end. At a small distance $d$ from this turning point the force $F$ is nearly constant, so $p^2=2Fd$, and the action counted from that point is $S_d=\frac23\sqrt{2F}\,d^{3/2}$, so
$$\frac{|p'|}{p^2}=\frac{1}{2\sqrt{2F}\,d^{3/2}}=\frac1{3S_d}.$$
This form holds only close to the turning point. For $S_d=1.5\pi$, that is $S_0=8\pi$, it gives 0.07, but at $n=20$ this point lies about 236 bohr inside $r_2$, where the force is not constant, and the direct value of $|p'|/p^2$ is 0.093. On the way to the inner end, the amplitude $|p'|/p^2$ in equation (2) first falls to zero, because $p'=0$ at $r=L^2\approx110$ bohr. The largest deviation found for centres between $1.5\pi$ and $8\pi$ is about 0.09, at the outer end of this range, near $S_0=8\pi$.

**Turning points.** The electron is beyond $r_2$ with probability 0.081, where the classical density is zero. A bin edge placed at $r_2$ would spoil the agreement, while an edge at the last node lets the tail compensate the excess of $P_{cl}$ just inside. The outermost lobe holds more than half of the probability, somewhat above the scaling estimate 0.37, which left out numerical factors.

**Larger $n$.** The states $n=60$, $l=31$ and $n=100$, $l=52$ have the same $L/n=0.525$, hence the same orbit shape. The interior error is the largest $|R-1|$ among lobes lying wholly between $0.5n^2$ and $1.25n^2$.

| $n$ | $D$ | Lobe sum | Interior error | Outer ratio |
|---|---|---|---|---|
| 20 | 0.693 | 0.0117 | 0.0097 | 1.0104 |
| 60 | 0.675 | 0.0082 | 0.0017 | 1.0103 |
| 100 | 0.668 | 0.0070 | 0.0007 | 1.0102 |

From $n=20$ to $n=100$ the interior error falls by a factor of 15, where $1/n^2$ would give 25. The set of whole lobes within the range changes with $n$: the lobe that gives the maximum is centred near $1.10n^2$ for $n=20$ and near $1.22n^2$ for $n=100$, and the error grows towards the outer end. At a fixed position the $1/n^2$ law holds well: interpolated to $r=n^2$, $n^2(R-1)$ is $-2.7$ for $n=20$ and $-2.8$ for $n=60$ and $n=100$. The outer ratio stays at the value of equation (3).

The lobe sum falls by a factor of 0.60. Lobes near the ends, with fixed relative errors and a time share of order $n^{-1/3}$, would give $(20/100)^{1/3}=0.58$. The sum over lobes thus improves slowly because of the turning points, although the interior improves fast. The unaveraged $D$ stays near $2/\pi$.

**Averaging over the whole orbit.** The classical mean radius is
$$\frac{n^2}\pi\int_0^\pi(1-e\cos\xi)^2d\xi=n^2\left(1+\frac{e^2}2\right)=\frac{3n^2-L^2}2=544.875 .$$
For the quantum mean, squaring the recurrence and using the ratios of the norms $h_k$ gives
$$\langle x\rangle=\frac{4n^2+(n-l)(n+l+1)+(n-l-1)(n+l)}{2n}=\frac{6n^2-2l(l+1)}{2n},$$
so $\langle r\rangle=\frac n2\langle x\rangle=\frac12[3n^2-l(l+1)]=545$ bohr. The two differ by $\frac12[L^2-l(l+1)]=\frac18$ bohr, a relative difference of about $2\times10^{-4}$. Further digits of the tabulated values are in the numerical output below.

## Table of computed values

```
n = 20, l = 10, L = 10.5 (atomic units)
eccentricity e = 0.85110
inner turning radius = 59.56 bohr
outer turning radius = 740.44 bohr = 39.18 nm
Kepler period T = 50265.5 a.u. of time = 1.2159 ps
total radial action / pi = 9.500000
WKB amplitude squared 4/T = 7.95775e-05 a.u.
exact u^2 p at S = 4.25 pi: 7.95202e-05 a.u. (r = 246.71 bohr)
largest |u^2/P_cl - 1 - sin 2S|, S = 2 pi to 7.5 pi: 0.0201
largest node phase error = 0.0263 rad
mean radius: quantum 545.000, classical 544.875 bohr
probability inside inner turning radius = 0.00234
probability beyond outer turning radius = 0.08127
lobe: from, to (bohr), quantum prob., time fraction, ratio
 1     0.00    96.43 0.02710 0.02689 1.0078
 2    96.43   135.28 0.01899 0.01921 0.9888
 3   135.28   176.52 0.02150 0.02159 0.9961
 4   176.52   222.00 0.02617 0.02624 0.9971
 5   222.00   273.02 0.03294 0.03304 0.9970
 6   273.02   331.15 0.04273 0.04289 0.9963
 7   331.15   398.74 0.05774 0.05805 0.9947
 8   398.74   480.19 0.08367 0.08449 0.9903
 9   480.19   586.67 0.14170 0.14577 0.9721
10   586.67 infinity 0.54745 0.54183 1.0104
largest lobe deviation |ratio - 1| = 0.0279
sliding window: S0/pi, r0 (bohr), measured, predicted ratio - 1
4.0   234.15 +0.0369 +0.0377
4.5   259.65 -0.0407 -0.0401
5.0   286.82 +0.0418 +0.0427
5.5   315.86 -0.0464 -0.0458
6.0   347.09 +0.0487 +0.0498
largest window deviation, S0 = 1.5 pi to 8 pi: 0.0867
2/pi = 0.6366
n, l, raw distance, lobe distance, interior error, outer lobe ratio
 20 10 0.6932 0.01167 0.009736 1.01038
 60 31 0.6746 0.00824 0.001674 1.01026
100 52 0.6684 0.00698 0.000669 1.01024
interior error: largest |ratio - 1|, lobes within 0.5-1.25 n^2
Airy limit of outer lobe ratio = 1.01022
```
